# Why tin grain orientation makes some solder joints fail early under current

**Question.** Two tin-based solder joints have the same shape, the same copper pad, the same temperature and the same current. Why can one lose its pad long before the other, and what has the direction of tin's crystallographic c axis to do with it?

**Answer.** Copper and nickel dissolve slightly in tin and move between its atoms. White tin has straight channels along c. In a rigid model of the crystal, the centre line of a channel stays 2.06 to 2.10 Å from the nearest atom centres, while the widest opening in the wall between channels leaves 1.95 Å. A path that winds around the centre line keeps about 2.2 Å. This makes easier motion along c plausible. It does not give the diffusion barriers, so the diffusivities below are inputs.

A current adds a bias to this motion. Dissolved copper and nickel drift with the electrons, from the cathode, where electrons enter the tin, to the anode. The cathode metal dissolves to replace what leaves. If the fast axis joins the two faces, the metal is carried away quickly.

**From crystal axes to drift speed**

Let the diffusivity be $D_c$ along c and $D_a$ across it. A quarter turn about c leaves tin's diffusion tensor unchanged. It exchanges the two transverse axes, so their diffusivities are equal. It also gives $D_{xy}=-D_{xy}$, and $D_{xz}=D_{yz}$ together with $D_{yz}=-D_{xz}$, so the off-diagonal elements vanish. With $\mathbf c$ a unit vector along the c axis,

$$\mathbf D=D_a\mathbf I+(D_c-D_a)\,\mathbf c\mathbf c^{T}.$$

Now let z point along the electron flow, at angle θ to c. Since $c_z^2=\cos^2\theta$,

$$D_{zz}=D_a+(D_c-D_a)\cos^2\theta .$$

The force on a solute atom has size $F=|Z^*|e\rho j$, where $Z^*$ is the effective charge, ρ the resistivity and j the current density. The effective charge includes the push of the electrons. Both it and ρ are taken as isotropic here.

Consider hops of length d along one crystal axis, with force component f. The forward and backward rates are $\Gamma e^{\pm fd/2kT}$, and $D=\Gamma d^2$. The drift speed is

$$2\Gamma d\sinh\!\left(\frac{fd}{2kT}\right)\simeq\Gamma d^2\frac{f}{kT}=\frac{Df}{kT},$$

because $fd\ll kT$. Adding the three axes as vectors gives the drift velocity $\mathbf D\mathbf F/kT$, whose component along z, the direction of electron flow, is

$$v=\frac{D_{zz}F}{kT}.$$

**From drift speed to life**

Take one grain that fills a joint much wider than its height L, so that concentration varies with z alone. In steady state the flux J is uniform:

$$J=vC-D_{zz}\frac{dC}{dz}.$$

Its solution is $C=J/v+Ae^{vz/D_{zz}}$. Define $P=vL/D_{zz}=FL/kT$, which does not depend on orientation. At the faces $C_0=J/v+A$ and $C_L=J/v+Ae^P$. Multiplying the first by $e^P$ and subtracting the second removes A:

$$J=v\,\frac{C_0e^P-C_L}{e^P-1}.$$

If dissolution at the cathode and precipitation at the anode are fast, both faces stay at the solubility $C_s$. Then $J=vC_s$ for any P.

Write $C_s=xn_{Sn}$, where x is the number of dissolved atoms per tin atom. A metal layer of thickness h and atomic density $n_M$ holds $hn_M$ atoms per unit area. Dividing this stock by the flux gives

$$t(\theta)=\frac{h\,n_M\,kT}{x\,n_{Sn}|Z^*|e\rho j\,[D_a+(D_c-D_a)\cos^2\theta]} .$$

Thus the life across c exceeds the life along c by the factor $r=D_c/D_a$.

**When the fast axis does not help**

The interfaces may be slow. Let both exchange atoms at a rate constant k, so that $J=k(C_s-C_0)=k(C_L-C_s)$. Substituting $C_0=C_s-J/k$ and $C_L=C_s+J/k$ in the flux formula gives

$$J(e^P-1)=v\left[C_s(e^P-1)-\frac Jk(e^P+1)\right].$$

Collecting J and dividing by $e^P-1$,

$$J=\frac{vC_s}{1+(v/k)\coth(P/2)} .$$

For very small k this tends to $kC_s\tanh(P/2)$, from which the diffusivity has disappeared. Fast diffusion then no longer separates the joints.

The path may also be blocked. In a tall, narrow column with closed sides, solute builds up until the transverse flux vanishes. For small P the concentration is nearly uniform, and the total driving force $\mathbf G$, drift force minus diffusion force, obeys $\mathbf G=kT\,\mathbf D^{-1}\mathbf J/C_s$. With $J_x=0$ and mean $G_z=F$, the effective diffusivity is

$$D_{\rm column}=\frac{1}{(\mathbf D^{-1})_{zz}}=\left(\frac{\cos^2\theta}{D_c}+\frac{\sin^2\theta}{D_a}\right)^{-1}.$$

For r = 50 and θ = 30°, a wide joint has $D_{zz}=0.755D_c$, but a tall column has $0.0755D_c$. Most fast channels in the column end at a side wall.

The limit $D_a\to0$ shows the geometry. In a strip of width W, a channel moves sideways by $L\tan\theta$ on its way to the anode. The connected share of the cathode is therefore $1-(L/W)\tan\theta$, as long as this is positive. For W/L = 5 and θ = 60° it is 0.654. A two-dimensional finite-element solution at r = 1000 gives a flux share of 0.691 on the grid used. That grid is too coarse: the converged value is 0.677. The excess of 0.023 over 0.654 is sideways leakage, which vanishes as r grows.

Grains stacked along the current carry the same flux, and their driving forces must average to F. At small P their reciprocal diffusivities therefore average. An aligned grain on an equally thick crossed grain gives $2/(1/D_c+1/D_a)\simeq0.039D_c$ for r = 50. One badly oriented layer removes most of the fast path, provided no copper precipitates inside the tin. With the aligned grain at the cathode, the boundary is about 3.4% supersaturated. If Cu6Sn5 particles take up this excess, the block weakens: with 1% by volume of particles 0.5 µm in radius acting as diffusion-limited sinks, the cathode flux returns to the aligned value. The closed-wall results likewise assume that nothing precipitates on the way.

**How early is early?**

Suppose each joint is one grain and all directions of c are equally likely. Equal areas on a sphere correspond to equal intervals of cos θ, so $u=|\cos\theta|$ is uniform from 0 to 1. Let $t_c=t(0)$ and $t_a=t(90^\circ)=rt_c$. Then

$$t=\frac{t_a}{1+(r-1)u^2}.$$

Joints dead by time t are those with u above the value that solves this equation. Their share is

$$S(t)=1-\sqrt{\frac{t_a/t-1}{r-1}},\qquad t_c\le t\le t_a .$$

The median has u = 1/2:

$$t_{\rm med}=\frac{4t_a}{r+3}=\frac{4r}{r+3}\,t_c<4t_c .$$

So for very wide joints with isotropic resistivity, even a huge anisotropy does not put the shortest life more than a factor of four below the median of this population. At r = 50, side walls of a strip with W/L = 5 raise the factor to about 4.5, and a resistivity 1.4 times larger along c raises it to about 4.9. The large factor r compares aligned with crossed grains. The mean, found with $s=u\sqrt{r-1}$, is

$$\bar t=\int_0^1\frac{t_a\,du}{1+(r-1)u^2}=t_a\frac{\arctan\sqrt{r-1}}{\sqrt{r-1}} .$$

Long lives may never be reached, because the tin itself also drifts and opens voids at the cathode. If a void layer of thickness $h_v$ breaks the joint and the tin leaving is not replaced, its life is

$$t_v=\frac{h_v kT}{D_{Sn}|Z_{Sn}|e\rho j}.$$

The weaker orientation dependence of tin's own diffusion is neglected. Copper loss produces early failures when $t(\theta)<t_v$.

**Numbers for a copper pad**

Take a joint 50 µm high and 250 µm wide on a 10 µm copper pad, at 423 K and $10^4$ A/cm². Rough values are $D_c=10^{-5}$ cm²/s, $D_a=2\times10^{-7}$ cm²/s, $|Z^*|=3$, $x=2\times10^{-5}$ and ρ = 17 µΩ cm. The field is $\rho j=0.17$ V/cm and $kT/e=0.03645$ V. For c along the current,

$$v=\frac{10^{-5}\times3\times0.17}{0.03645}=1.4\times10^{-4}\ \text{cm/s}.$$

With $n_{Sn}=3.7\times10^{22}$ cm⁻³ the flux is $1.04\times10^{14}$ cm⁻² s⁻¹. With $n_{Cu}=8.5\times10^{22}$ cm⁻³ the life is

$$t_c=\frac{10^{-3}\times8.5\times10^{22}}{1.04\times10^{14}}\ \text{s}\simeq 228\ \text{h}.$$

Across c it is fifty times longer, about 11,400 h. For random grains and copper loss alone, the median is 861 h and the mean about 2330 h.

For voiding, take $D_{Sn}=10^{-12}$ cm²/s, $|Z_{Sn}|=10$ and $h_v=1$ µm:

$$t_v=\frac{10^{-4}\times0.03645}{10^{-12}\times10\times0.17}\ \text{s}\simeq596\ \text{h}.$$

Setting $t=t_v$ in S gives 39%: these joints, with c within about 52.5° of the current, lose their copper first. About 13% fail before half the voiding life. The 61% that do not lose their copper first fail by voiding at 596 h in this model, so the early failures form a tail from 228 h upward. If tin were isotropic with the same average diffusivity, $(D_c+2D_a)/3$, every pad would last 658 h. With these rough inputs voiding would come first, but only by a small margin. Whatever the inputs, equal pad lives would leave no early tail.

**Nickel**

Rough values of $10^{-4}$ cm²/s along c and $4\times10^{-9}$ cm²/s across it give r = 25,000. This does not by itself fix the life, because the flux also contains the solubility. With the same effective charge, a 2 µm nickel layer with c along the current lasts as long as the copper pad if about $4.3\times10^{-7}$ nickel atoms dissolve per tin atom. A larger solubility shortens its life in proportion.

**Comparison with real joints**

The current density and temperature resemble those of accelerated tests of lead-free flip-chip and land-grid joints; service is usually milder. The flat shape favours the wide-joint formula. For a strip of this shape at θ = 30°, side walls lower the average flux by 8%. Many real bumps are taller relative to their width, and many contain several grains or twins. For r = 50, a strip as tall as it is wide has its flux lowered by a factor of 1.7 at 30°, 3.6 at 45° and 5.8 at 60°; a factor near ten needs a height several times the width. A crossed layer can lower the flux by more than ten if nothing precipitates inside the tin. Where the current density varies only over distances much larger than the joint height, the local life is inversely proportional to it; sharper current crowding needs a separate calculation. Grain-boundary diffusion, anisotropy of $Z^*$ and consumption of the pad by intermetallic growth without current, which would shorten the longest lives most, are also left out.

Temperature differences matter because P is just 0.07. With a heat of solution of 0.35 eV, a cathode 1 K hotter than the anode has a solubility 2.3% higher, and this alone raises the flux by about 34%. In a single wide grain with fast interfaces this solubility factor is the same for every θ, so the ratio of copper lives is almost unchanged; the slight variation of the diffusivities over 1 K is neglected. The drift that a temperature gradient itself causes in the solute is left out; it can strengthen or weaken the effect. A stress difference of 5 MPa acting on a solute volume of 12 Å³ amounts to 15% of the electrical work across the joint. Joule heating within the tin adds about 9 mK if both faces are held at one temperature.

If the resistivity along c is 1.4 times that across it, with 17 µΩ cm kept for the crossed grain and $Z^*$ held fixed, the aligned copper life falls from 228 to about 163 h at fixed current. Resistivity alone would give a spread of 1.4, far below fifty. Together with anisotropic diffusion it raises the life ratio from 50 to 70. Slow interfaces act the other way. With isotropic resistivity, at k = 40 µm/s the aligned life doubles and the life ratio falls from 50 to 25.5.

The steady-state assumption is mild here, since $L^2/D$ is 2.5 s along c and 125 s across it. Converting the whole pad to Cu6Sn5 would leave 31 µm of tin. With fast interfaces this does not change $J=vC_s$, which is independent of L, but it makes the interface correction larger, and the temperature correction too if the temperature difference between the faces stays the same. The numerical output lists the inputs and results.

## Values computed for the example and the checks

```
Temperature: 423 K
Tin height L: 50 um
Joint width W: 250 um
Current density: 1e+04 A/cm2
Tin resistivity: 17 uohm cm
Cu D along c: 1e-05 cm2/s
Cu D across c: 2e-07 cm2/s
Cu anisotropy r: 50
Effective charge size, Cu: 3
Dissolved Cu per Sn atom: 2e-05
Atomic density Sn: 3.7e+22 cm^-3
Atomic density Cu: 8.5e+22 cm^-3
Cu pad thickness: 10 um
Channel: least distance to atom centre: 2.06 angstrom
Channel: greatest such distance on axis: 2.1 angstrom
Channel wall: widest opening: 1.95 angstrom
Electric field: 0.17 V/cm
Thermal voltage kT/e: 36.45 mV
Drift number P: 0.07
Cu drift speed along c: 1.4 um/s
Cu flux along c: 1.04e+14 cm^-2 s^-1
Cu life, c along current: 228 h
Cu life, c across current: 1.14e+04 h
Tilt that doubles shortest life: 45.6 deg
Median Cu life, random grains: 861 h
Mean Cu life, random grains: 2328 h
Cu life if tin were isotropic, same mean D: 658 h
Void inputs: D_Sn 1.0e-12 cm2/s, Z_Sn 10, thickness 1.0 um
Tin voiding life: 596 h
Tilt where Cu life equals voiding life: 52.5 deg
Share failing by Cu loss before voiding: 39.1 %
Share failing before half voiding life: 12.8 %
D/D_c at 30 deg, wide joint: 0.755
D/D_c at 30 deg, tall column: 0.0755
D/D_c, aligned and crossed grains stacked: 0.0393
Side-wall flux factor, example strip at 30 deg: 0.92
Connected share at 60 deg, W/L=5, formula: 0.654
Same from finite elements, r=1000: 0.691
Ni D along c: 0.0001 cm2/s
Ni D across c: 4e-09 cm2/s
Ni anisotropy: 2.5e+04
Ni layer: 2.0 um, density 9.10e+22 cm^-3
Ni per Sn atom for same aligned life, same Z: 4.28e-07
Thermal inputs: 1.0 K, heat of solution 0.35 eV
Solubility change across joint: 2.27 %
Flux factor, cathode hotter: 1.34
Stress inputs: 5.0 MPa, solute volume 12.0 angstrom^3
Stress energy / electrical work: 0.147
Field ratio from resistivity, c along/across: 1.4
Thermal conductivity: 60 W/(m K)
Joule heating inside tin: 8.85 mK
Interface rate that doubles aligned life: 40 um/s
Life ratio across/along at that rate: 25.5
Start-up time L^2/D along c: 2.5 s
Start-up time L^2/D across c: 125 s
Tin height left after Cu6Sn5 growth: 30.9 um
```
